# Growth Frequency from Sinusoidal Diffraction Records: Least-Squares Fit and Error Scaling

## Definitions and conventions

During layer-by-layer growth the diffracted intensity oscillates. One period is taken here to be the completion of one monolayer, so the frequency \(f\) in Hz is also the growth rate in monolayers per second (ML/s). A record contains \(N\) samples at frame time \(d\), and its duration is defined as \(T=Nd\). The model is

\[
y_k=c+a\cos(2\pi f t_k)+b\sin(2\pi f t_k)+e_k ,\qquad
t_k=\Big(k-\tfrac{N-1}{2}\Big)d ,
\]

with \(k=0,\dots,N-1\). Time is measured from the centre of the record, so \(\sum t_k=0\). The amplitude is \(A=\sqrt{a^2+b^2}\). The noise values \(e_k\) are independent and Gaussian, with standard deviation \(\sigma\). The offset \(c\), the coefficients \(a,b\) and the frequency \(f\) are all unknown.

The result to be derived and checked is

\[
\mathrm{SE}(f)=\frac{\sqrt6}{\pi}\,\frac{\sigma}{A}\,\sqrt d\;T^{-3/2}. \tag{1}
\]

It holds for a constant amplitude, many periods per record, a frequency well away from zero and from the Nyquist frequency \(1/(2d)\), and noise small enough for the correct spectral peak to be found. "Many periods" means that sums of terms oscillating at \(f\) or \(2f\) are neglected against the corresponding sums without oscillation.

## Eliminating the linear parameters

At fixed \(f\) the model is linear in \(c,a,b\). Let the matrix \(B\) have the columns \(1\), \(\cos 2\pi ft_k\) and \(\sin 2\pi ft_k\). The best coefficients and the residual are

\[
\beta=(B^{\mathsf T}B)^{-1}B^{\mathsf T}y,\qquad r=y-B\beta,\qquad R(f)=r\cdot r .
\]

What remains is a minimization in one variable. Its landscape follows from a clean tone \(y=A\cos(2\pi f_0t+\varphi)\). Put \(\delta=f-f_0\) and \(x=\delta T\). Product formulas split each inner product into a part at \(\delta\) and a part near \(2f\); the latter is dropped. The sine part of a centred sum vanishes by symmetry, which leaves

\[
a=A\,s\cos\varphi,\quad b=-A\,s\sin\varphi,\qquad
s(x)=\frac1N\sum_k\cos(2\pi\delta t_k)\simeq\frac{\sin\pi x}{\pi x}.
\]

The fitted tone is therefore \(As\cos(2\pi ft+\varphi)\), with energy \(NA^2s^2/2\). Subtracting this from the total energy gives

\[
R\simeq\frac{NA^2}{2}\,(1-s^2).
\]

Minima of \(R\) lie where \(s'=0\). One is \(x=0\); the others obey \(\tan\pi x=\pi x\), the first at \(|x|=1.430\). A local search started 1.45 units of \(1/T\) from the true frequency did converge to this false minimum. Convergence by itself therefore does not show that the frequency is right, and a global scan must come first. With grid spacing \(1/(4T)\), a true frequency between the first and last grid points has a grid point within \(|x|\le1/8\). For a clean tone and many periods, the nearest grid point has the smallest \(R\).

## The frequency step

The derivative of the model with respect to \(f\), at fixed coefficients, is

\[
g_k=2\pi t_k\,[\,b\cos(2\pi ft_k)-a\sin(2\pi ft_k)\,].
\]

A Gauss-Newton step minimizes \(|r-B\,\Delta\beta-g\,\eta|^2\) over \(\Delta\beta\) and the frequency change \(\eta\). Minimizing over \(\Delta\beta\) first removes from \(r\) and \(g\) their components along the columns of \(B\). The residual has none, and \(g\) becomes

\[
g_\perp=g-B(B^{\mathsf T}B)^{-1}B^{\mathsf T}g,\qquad
\eta=\frac{g_\perp\cdot r}{|g_\perp|^2}. \tag{2}
\]

Because \(R\) is stationary in the linear coefficients, \(dR/df=-2g\cdot r=-2g_\perp\cdot r\). The step thus points downhill, although its full length may overshoot.

For the clean tone, \(g=-2\pi tAs\sin(2\pi ft+\varphi)\), and for many periods \(g_\perp\simeq g\). Then

\[
g\cdot r\simeq-\pi A^2s\sum_k t_k\sin(2\pi\delta t_k)=\frac{NA^2s}{2}\frac{ds}{d\delta},
\qquad |g|^2\simeq\frac{\pi^2A^2s^2NT^2}{6}.
\]

The second expression uses \(\sum t_k^2\simeq NT^2/12\) and a mean squared sine of one half. Since \(ds/d\delta=T\,s'(x)\), the ratio gives the map

\[
x\;\to\;x+\frac{3}{\pi^2}\frac{s'}{s}
= x+\frac3{\pi^2}\Big(\pi\cot\pi x-\frac1x\Big). \tag{3}
\]

For small \(x\) the bracket is \(-\pi^2x/3-\pi^4x^3/45\), so the new offset is \(-\pi^2x^3/15\): in this many-period approximation, convergence is cubic for a clean tone. From the worst grid offset, \(x=0.125\), one step lands at \(-0.0013\), in agreement with (3). From \(x=0.5\) it lands at \(-0.1085\), against \(-0.1079\) from (3).

At a false minimum the behaviour differs. The function \(s\) obeys \(s''+2s'/x+\pi^2s=0\), so \(s''=-\pi^2s\) where \(s'=0\). A small displacement \(\epsilon\) then produces a step of \(-3\epsilon\), which overshoots. Halving the step until \(R\) no longer rises cures this.

Records that depart from the model can instead have steps that are too short. Near a solution \(f_*\), write the Gauss-Newton step as \(\eta(f)\simeq\kappa(f_*-f)\). After a move \(m\) the step has fallen by \(\eta_{\rm old}-\eta_{\rm new}=\kappa m\). The corrected next step is therefore

\[
\frac{\eta_{\rm new}}{\kappa}=\eta_{\rm new}\,\frac{m}{\eta_{\rm old}-\eta_{\rm new}} .
\]

This secant correction costs no extra evaluation.

## Pseudocode

```
centre the times; T = N*d
for f from f_low to f_high in steps of 1/(4T):
    Q = orthonormal basis of [1, cos, sin] at f
    energy(f) = |Q^T y|^2
f = grid frequency of largest energy
compute R, eta, g_perp at f;  scale = 1
repeat at most 80 times:
    m = scale*eta
    if |m|*T < 1e-6: stop, converged
    compute R_new, eta_new at f+m
    while R_new > R and |m|*T > 1e-6:
        m = m/2; recompute R_new, eta_new
    change = eta - eta_new
    scale = min(m/change, 10) if m*change > 0 else 1
    f = f+m; accept the new R, eta, g_perp
if not converged: report failure
SE = sqrt(R/(N-4)) / |g_perp|
```

The divisor \(N-4\) counts the four fitted parameters.

**Cost.** The scan has about \(4(f_{\rm high}-f_{\rm low})T\) frequencies, each needing \(O(N)\) operations. At fixed frame time its cost grows as \(T^2\). For 60 s and a range of 0.1 to 1.0 Hz there are 216 frequencies and 600 samples. The orthonormal bases depend only on the sampling times, so they can be reused for all records of the same length. Each trial in the refinement costs \(O(N)\).

**Numerical stability.** A distant time origin couples frequency strongly to phase and makes the four-parameter problem ill-conditioned. The projected step (2) does not depend on the origin. Centred time makes \(g_\perp\simeq g\), so that little is lost to cancellation in the projection. The matrix \(B^{\mathsf T}B\) becomes nearly singular as \(f\) approaches zero or the Nyquist frequency, so the scan range must exclude both. The stopping step of \(10^{-6}/T\) is far below the statistical error: in the 60 s example below, \(T\,\mathrm{SE}(f)\) is about 0.01.

## Derivation of the standard error

Near the true frequency the residual is the projected noise plus the effect of a small frequency offset. Equation (2) then gives, to first order in the noise,

\[
\hat f-f_0\simeq\frac{g_\perp\cdot e}{|g_\perp|^2},\qquad
\mathrm{Var}(\hat f)=\frac{\sigma^2}{|g_\perp|^2}.
\]

The variance follows because independent noise gives \(\mathrm{Var}(g_\perp\cdot e)=\sigma^2|g_\perp|^2\). Averaging the squared oscillation to one half gives \(|g_\perp|^2\simeq2\pi^2A^2\sum t_k^2\). The remaining sum is

\[
\frac{1}{d^2}\sum_k t_k^2=\frac{(N-1)N(2N-1)}6-\frac{N(N-1)^2}{4}
=\frac{N(N^2-1)}{12}.
\]

Hence

\[
\mathrm{Var}(\hat f)\simeq\frac{6\sigma^2}{\pi^2A^2d^2N(N^2-1)}
\simeq\frac{6\sigma^2d}{\pi^2A^2T^3},
\]

where \(N^2-1\simeq N^2\) and \(N^3d^2=T^3/d\) were used. The square root is (1).

The exponent has two sources. More samples reduce the error as \(N^{-1/2}\), and a longer lever arm in time reduces it as \(T^{-1}\). At fixed frame time \(N\propto T\), and the product is \(T^{-3/2}\). If a fixed number of frames is spread over a longer time, the first factor stays constant and the exponent is \(-1\).

## Worked example and test of the scaling

The parameters are round values: \(f_0=0.47\) Hz, \(A=10\) counts, \(\sigma=3\) counts, \(c=100\) counts and \(d=0.1\) s. For one simulated 60 s record the scan starts at 0.47083 Hz, and refinement gives

\[
\hat f=0.46992\pm0.00017\ \text{Hz}.
\]

The deviation from the true value is about half the reported error. A general solver varying all four parameters gives the same frequency and error. With an assumed monolayer height of 0.28 nm, the growth rate is

\[
0.46992\times0.28\times3600\times10^{-3}=0.4737\ \mu\text{m/h},
\]

with a statistical error of 0.0002 µm/h. Uncertainty in the monolayer height is not included.

Equation (1) predicts for this duration

\[
0.780\times0.3\times\sqrt{0.1}\times60^{-3/2}=1.59\times10^{-4}\ \text{Hz}.
\]

To test the law, 1500 independent records with random phases were fitted at each duration:

| \(T\) (s) | Scatter (mHz) | Equation (1) (mHz) |
|---:|---:|---:|
| 15 | 1.285 | 1.273 |
| 30 | 0.448 | 0.450 |
| 60 | 0.160 | 0.159 |
| 120 | 0.057 | 0.056 |

The relative sampling error of each scatter is about \(1/\sqrt{3000}=1.8\%\), so the differences are within statistics. A straight-line fit of log scatter against log duration gives the exponent \(-1.498\pm0.012\). The errors reported by the individual fits also agree with the law, and intervals of \(\pm1.96\) reported errors contain the true frequency in 94.4 to 95.1% of records.

From 30 to 120 s the scatter falls by a factor of 7.87 at fixed frame time; the law gives \(4^{3/2}=8\). With the number of samples held fixed it falls by 4.01, as the exponent \(-1\) requires.

Equation (1) can be inverted to plan a measurement. A relative standard error of 0.1% means \(\mathrm{SE}=4.7\times10^{-4}\) Hz. The prefactor of \(T^{-3/2}\) is 0.0740 Hz s\(^{3/2}\), so

\[
T=\left(\frac{0.0740}{4.7\times10^{-4}}\right)^{2/3}\text{s}\simeq29\ \text{s}.
\]

This covers statistical error alone and assumes a constant amplitude. With the 40 s decay treated below, the undamped fit needs about 44 s for the same error.

## Failure by a false peak

Equation (1) describes scatter about the correct peak. At high noise, another peak may win the scan. Compare the signal's frequency bin with one orthogonal bin that holds noise alone, and define

\[
\lambda=\frac{NA^2}{2\sigma^2}.
\]

In units of \(\sigma^2\), the energy of the noise bin is the sum of two squared standard Gaussians and exceeds \(z\) with probability \(e^{-z/2}\). The signal bin has two Gaussian components with means \(m_1,m_2\), where \(m_1^2+m_2^2=\lambda\). Completing the square for each component gives \(\langle e^{-v^2/2}\rangle=e^{-m^2/4}/\sqrt2\). The probability that the noise bin wins is the product,

\[
P=\tfrac12e^{-\lambda/4}.
\]

At \(\lambda=8\) this is 0.0677; 20,000 simulated comparisons gave 0.0682.

A scan over a range \(F\) contains roughly \(FT\) such bins. Multiplying \(P\) by this number estimates the failure rate to order of magnitude, since the scan also samples between orthogonal bins. For 15 s and \(F=0.9\) Hz there are 13.5 bins. A failure rate of 1% then corresponds to \(\lambda=4\ln(13.5/0.02)=26.1\), or a noise of 17 counts. In 4000 scans at that noise, 1.1% ended more than \(1/T\) from the true frequency. The example's 15 s records have \(\lambda=833\), far above this threshold.

## Failure by correlated noise

The vector \(g_\perp\) is a slowly modulated tone at \(f\), so it responds to the noise spectrum near \(f\). If successive noise values have correlation \(\rho\), decaying as \(\rho^{|m|}\) at lag \(m\), then \(\sigma^2\) is replaced by

\[
\sigma^2\sum_{m=-\infty}^{\infty}\rho^{|m|}\cos(2\pi fdm)
=\sigma^2\frac{1-\rho^2}{1-2\rho\cos(2\pi fd)+\rho^2}.
\]

The exponent survives if this spectrum is nearly constant over a width \(1/T\). For \(\rho=0.5\) and 60 s the formula raises the error by a factor of 1.60, and simulation gives 1.59. The reported error stays at 0.99 times (1), because it is computed from the residual variance as if the noise were independent. Here it is too small. If the noise spectrum near \(f\) lies below that of independent noise with the same variance, as for \(\rho=-0.5\) at this frequency, the reported error is too large instead. The spectrum of the residuals should therefore be inspected before the error is quoted.

## Failure by damping

Let the amplitude decay as \(w=e^{-t'/\tau}\), with \(t'\) the elapsed time, while the undamped model is still fitted. For many periods the fit maximizes \(|Z|^2\), where \(Z=\sum y\,e^{-2\pi ift}\). Measure time \(u\) from the \(w\)-weighted mean, so that \(\sum wu=0\), and let \(q=2\pi(f-f_0)\), \(W_0=\sum w\) and \(W_2=\sum wu^2\). Apart from a constant phase,

\[
Z\simeq\frac A2\Big(W_0-\frac{q^2}{2}W_2\Big)+n_0-iqn_1 ,
\]

where \(n_0\) and \(n_1\) are the noise sums at \(f_0\) with weights 1 and \(u\). At the maximum, \(q\) is itself proportional to the noise, so terms such as \(q^2\,\mathrm{Re}\,n_0\) are of third order. To second order, the \(q\)-dependent part of \(|Z|^2\) is

\[
-\frac{A^2}{4}W_0W_2q^2+AW_0\,q\,\mathrm{Im}\,n_1 .
\]

Its maximum is at \(q=2\,\mathrm{Im}\,n_1/(AW_2)\). With \(\mathrm{Var}(\mathrm{Im}\,n_1)=\sigma^2\sum u^2/2\),

\[
\mathrm{SE}_{\rm damped}(f)=\frac{\sigma\sqrt{2\sum u^2}}{2\pi A\sum wu^2}. \tag{4}
\]

Setting \(w=1\) recovers (1). For \(T\gg\tau\), however, \(\sum wu^2\) saturates while \(\sum u^2\) grows as \(T^3\), so (4) increases as \(T^{3/2}\). Late frames carry noise but almost no signal, and the undamped fit gives them a long lever arm. This growth holds only while the neglected noise term multiplying \(q^2\), which has weight \(u^2\) and grows as \(T^{5/2}\), stays small against \(AW_2\). For \(\tau=40\) s and a noise of 3 counts, the scatter follows (4) up to about 240 s. At 400 s it is about 0.86 mHz, whereas (4) gives 1.32 mHz.

For \(\tau=40\) s, with the other parameters unchanged, (4) gives 0.419 mHz at 50 s and 0.320 mHz at 100 s; simulations gave 0.423 and 0.328 mHz. According to (4), the optimum duration is 97 s, and at 120 s the error is 5.89 times the ideal value. The error reported by the undamped fit does not show this. It keeps falling with duration and is too small: about 0.23 mHz at 100 s, and about 0.14 mHz at 240 s, where the scatter at 3 counts is about 0.6 mHz. At 240 s, tested with the noise reduced to 1 count, (4) gives 0.201 mHz and simulation 0.207 mHz, a difference comparable with the 3% sampling error of 600 records. Since (4) keeps only the leading order in the noise, part of the difference may be real.

Fitting the decay time as a fifth parameter removes the penalty for late frames. The derivatives with respect to amplitude and decay time are in phase with the oscillation, while the frequency derivative is in quadrature, so for many periods they decouple. Projecting out the phase centres time with weight \(w^2\). For a long record,

\[
|g_\perp|^2\simeq\frac{2\pi^2A^2}{d}\int_0^\infty e^{-2t'/\tau}\Big(t'-\frac\tau2\Big)^2dt'
=\frac{\pi^2A^2\tau^3}{4d},
\]

because the integral is \(\tau^3/8\). The error tends to the floor

\[
\mathrm{SE}_{\rm floor}(f)=\frac2\pi\frac\sigma A\sqrt d\,\tau^{-3/2},
\]

which is 0.239 mHz here. Inverting the full five-parameter matrix for a 400 s record gives 0.238 mHz.

## Systematic shifts

A slow change \(\Delta f(t)\) of the growth rate adds a phase \(\psi\) with \(\psi'=2\pi\Delta f\). A constant or linear part of \(\psi\) merely changes the fitted phase or frequency, so only the remainder has to be small. To first order the signal changes by \(-A\psi\sin(2\pi f_0t+\varphi)\). Projecting this on \(g\) gives the shift \(\sum t\psi/(2\pi\sum t^2)\). Replacing sums by integrals and integrating by parts, with \(t=\tfrac{d}{dt}\big[(t^2-T^2/4)/2\big]\) so that the boundary terms vanish, gives

\[
\delta f=\int_0^T\frac{6t'(T-t')}{T^3}\,\Delta f(t')\,dt'.
\]

The fit thus returns an average rate that favours the middle of the record. Suppose the flux starts 1% high and relaxes with a time constant of 30 s. A 60 s record is then shifted by 1.91 mHz from the steady rate, both by this formula and by direct fits. That is 12 times the ideal statistical error, and more frames per second would not reduce it.

Two other distortions are smaller at 60 s, where the ideal error is 0.159 mHz. Over sixteen starting phases, a second harmonic of 20% shifts the frequency by at most 0.034 mHz, and a background slope of 10 counts per record by at most 0.110 mHz. Averaging over the whole frame time lowers the amplitude by 0.36%, which raises the statistical error by the same small fraction.

## Relation to real growth

The chosen rate, about 0.5 ML/s or 0.5 µm/h, and the monolayer height are in the rough regime of III-V molecular beam epitaxy. Noise and amplitude depend on the instrument and the diffraction conditions. They can also depend on the frame time: if counting noise dominates, \(\sigma/A\) grows as \(d^{-1/2}\) for shorter frames, which cancels the factor \(\sqrt d\) in (1). The constant amplitude is a strong assumption: at 120 s it requires 56 undamped periods, whereas roughening of the growth front can damp the oscillation. The assumed 40 s decay shows how far this can move the error, and the flux transient shows that a small statistical error need not mean an accurate steady growth rate. The conversion to thickness also fails if one period does not correspond to one monolayer. The numerical output below lists the computed values.

## Calculated quantities

```
true growth frequency: 0.47 Hz (= ML/s)
amplitude, noise, background: 10, 3, 100 counts
frame time: 0.1 s; monolayer height: 0.28 nm
scan range: 0.1 to 1.0 Hz
60 s record, scan start: 0.47083 Hz
60 s record, fit: 0.46992 +- 0.00017 Hz
60 s record, fitted amplitude: 10.09 counts
60 s record, growth rate: 0.4737 +- 0.0002 um/h
general solver: 0.46992 +- 0.00017 Hz
60 s error from full Jacobian: 0.1594 mHz
one step from x=0.125: -0.0013, formula -0.0013 (x in 1/T)
one step from x=0.500: -0.1085, formula -0.1079 (x in 1/T)
false minimum: fit 1.430, formula 1.430 (x in 1/T)
records per duration: 1500
T=15 s: scatter 1.2854, law 1.2732, reported 1.2782 mHz, coverage 0.951
T=30 s: scatter 0.4483, law 0.4502, reported 0.4510 mHz, coverage 0.949
T=60 s: scatter 0.1596, law 0.1592, reported 0.1591 mHz, coverage 0.949
T=120 s: scatter 0.0570, law 0.0563, reported 0.0563 mHz, coverage 0.944
fitted exponent: -1.498 +- 0.012
30 to 120 s, error falls by: 7.87 (fixed frame time), 4.01 (fixed N)
duration for 0.1 % standard error: 29.1 s
wrong-bin probability at lambda=8: 0.0682, formula 0.0677
15 s record, lambda: 833; threshold lambda: 26.1
15 s threshold noise (1 % estimate): 17.0 counts; scans failed: 1.1 %
noise correlation 0.5, 60 s: scatter/law 1.59, formula 1.60; reported/law 0.99
decay time assumed: 40 s
damped, T=50 s, noise 3.0 counts: scatter 0.423, formula 0.419 mHz
damped, T=100 s, noise 3.0 counts: scatter 0.328, formula 0.320 mHz
damped, T=240 s, noise 0.5 counts: scatter 0.101, formula 0.101 mHz
damped, T=240 s, noise 1.0 counts: scatter 0.207, formula 0.201 mHz
best duration for undamped fit of damped record: 97 s
damped/ideal error at 120 s: 5.89
error floor with decay fitted: 0.2376, formula 0.2387 mHz
flux transient 1 %, 30 s: shift 1.911, formula 1.908 mHz
transient shift / ideal 60 s error: 12.0
second harmonic 20 %, largest shift: 0.0340 mHz
background slope 10 counts/record, largest shift: 0.1101 mHz
amplitude loss by full-frame exposure: 0.36 %
```
